Ballistic limit of metal-semiconductor contact resistance: an examination question with answers

**The question**

A flat interface joins a heavily doped n-type semiconductor, on the left, to a metal, on the right. The semiconductor has one spherical, spin-degenerate conduction band with electron density n = 1×10²⁰ cm⁻³. Its energy E(k) rises with k = |k|. The x axis points from the semiconductor to the metal, and k∥ is the wavevector component parallel to the interface.

In parts (a) to (c) the temperature is zero, and every electron that reaches the interface from the semiconductor enters the metal. Each side is fed by a large reservoir in equilibrium, and no scattering occurs between the reservoirs. The applied voltage V is the difference of the reservoirs' electrochemical potentials divided by e, with eV much smaller than the Fermi energy. Currents are given as magnitudes. SI formulas are used, with 2e²/h = 77.481 μS.

**(a) Find the Fermi wavevector k_F from n.**

*Answer.* In a periodic box of volume Ω, each allowed k occupies a volume (2π)³/Ω of k-space and holds two electrons. The filled states form a sphere of radius k_F, so

n = 2 · (4πk_F³/3) / (2π)³ = k_F³/(3π²),

k_F = (3π²n)^(1/3).

With n = 1×10²⁶ m⁻³, k_F = (2.961×10²⁷)^(1/3) m⁻¹ = 1.436 nm⁻¹. The Fermi wavelength 2π/k_F is 4.38 nm. No mass has entered, because the sphere is fixed by counting states.

**(b) Derive the conductance per area, and hence the resistance times area ρ_min. Explain what becomes of the effective mass.**

*Answer.* Consider a plane in the semiconductor beside the interface. Right-moving states there are filled from the left reservoir, with occupation f_L. No right-mover is reflected, so the left-moving states hold only electrons that came from the metal, with occupation f_R. Each left-moving state has a right-moving partner of equal and opposite velocity. The net current density is therefore an integral over right-movers alone:

J = 2e ∫_{v_x>0} d³k/(2π)³ · v_x (f_L − f_R).

The factor 2 counts spin. Hold k∥ fixed and integrate over k_x first. Since v_x = (1/ħ)∂E/∂k_x,

v_x dk_x/(2π) = dE/(2πħ) = dE/h.

The velocity has cancelled against the one-dimensional density of states. At zero temperature f_L − f_R equals 1 in an energy window of width eV and 0 elsewhere. Each transverse mode, meaning each allowed k∥, thus carries a current 2e(eV)/h and has conductance 2e²/h.

A mode contributes if it has a state at the Fermi energy, which requires |k∥| ≤ k_F. Transverse wavevectors have density 1/(2π)² per unit interface area, so the number of modes per area is

M/A = πk_F²/(2π)² = k_F²/(4π).

Hence

G/A = (2e²/h) · k_F²/(4π),

ρ_min = A/G = (h/2e²) · 4π/k_F² = 4π²ħ/(e²k_F²),

where the last form uses h = 2πħ. In Hartree atomic units it is simply 4π²/k_F².

The mass is absent, and so is the detailed shape of E(k). A band with faster electrons at the same k_F has fewer states per unit energy, in inverse proportion. The bias then adds fewer carriers, each of which moves faster, and the current is unchanged. Evaluating the k-space current at a bias of 1 mV for a mass of 0.3 m_e gives 7.8656×10⁻¹⁰ Ω cm² for a parabolic band. The same value results when the band obeys E(1 + αE) = ħ²k²/2m with α = 0.5 eV⁻¹.

A resistance exists although nothing scatters at the interface, because a finite number of modes connects the reservoirs. The energy eV per transferred electron is dissipated in the reservoirs, where the carriers relax.

**(c) Evaluate ρ_min, and the resistance of a 10 nm × 10 nm contact. How does ρ_min change at ten times the density?**

*Answer.* The mode density is

M/A = (1.436 nm⁻¹)²/(4π) = 0.1641 nm⁻².

Multiplying by 77.481 μS gives 12.714 μS nm⁻², or 1.271×10⁹ S/cm². The reciprocal is

ρ_min = 7.87×10⁻¹⁰ Ω cm².

An area of 100 nm² holds 16.4 modes by this formula, and its resistance is 12906 Ω/16.41 = 787 Ω. The formula treats k∥ as continuous. A real contact with so few modes has a whole number of them, set by its shape and its edges. For example, if hard walls confine the electrons to a 10 nm square and the Fermi energy above the bulk band edge is unchanged, only 13 modes remain and the resistance is 993 Ω. The value 787 Ω leaves out such edge effects, which matter less as the contact becomes wide compared with the Fermi wavelength.

Since k_F² ∝ n^(2/3), ρ_min ∝ n^(−2/3). At 1×10²¹ cm⁻³ the value is 1.69×10⁻¹⁰ Ω cm²: ten times the density lowers the limit by a factor of 4.6.

**(d) Contact resistivity can be extracted by plotting resistance against conductor length and extrapolating to zero length. Consider a semiconductor slab of length L, much longer than its mean free path ℓ, between two contacts that transmit perfectly. Scattering is elastic and isotropic. What does each contact contribute?**

*Answer.* Let s be the cosine of the angle between an electron's velocity and the x axis. Let f(x,s) be the local electrochemical potential of electrons moving in direction s, measured from the right reservoir in units of eV. The transport equation is

s ∂f/∂x = (φ − f)/ℓ, φ(x) = ½∫₋₁¹ f ds,

with f = 1 for s > 0 at x = 0, and f = 0 for s < 0 at x = L.

Define F = ∫₋₁¹ s f ds. Integrating the transport equation over s gives dF/dx = (2φ − 2φ)/ℓ = 0, so F is constant. The incident flux is ∫₀¹ s ds = ½, so the slab transmits the fraction t = 2F, and its resistance times area is ρ_min/t.

Next define K(x) = ∫₋₁¹ s²f ds. Multiplying the transport equation by s and integrating removes φ, because ∫₋₁¹ s ds = 0. This leaves

dK/dx = −F/ℓ.

Far from the contacts the solution is f = φ − sℓφ′ with φ linear in x, as substitution confirms. Then K = 2φ/3, and therefore φ′ = −3F/(2ℓ) = −3t/(4ℓ). Because K is linear over the whole slab, the interior line for φ extrapolates at x = 0 to φ₀ = 3K(0)/2. The missing part 1 − φ₀ is the potential drop assigned to the left contact. By symmetry the right contact has an equal drop, and the drops must sum to 1:

1 = 2(1 − φ₀) + 3tL/(4ℓ).

Dividing by t,

1/t = 3L/(4ℓ) + b, b = 2(1 − φ₀)/t.

The first term is the bulk resistance. For a parabolic band the Drude conductivity is σ = ne²ℓ/(ħk_F) = e²k_F²ℓ/(3π²ħ), and

ρ_min · 3/(4ℓ) = 3π²ħ/(e²k_F²ℓ) = 1/σ.

To estimate b, suppose that the electrons returning to the left contact have the same value r in all directions. Then F = (1 − r)/2 and K(0) = (1 + r)/3, so φ₀ = (1 + r)/2. It follows that 1 − φ₀ = (1 − r)/2 = F = t/2, and b = 1. Each contact then contributes ρ_min/2.

The returning electrons are not quite isotropic. Numerical solution of the transport equation for L = 6ℓ and L = 12ℓ gives a line of slope 0.7500 and intercept b = 1.066. Each contact contributes

0.533 ρ_min = 4.2×10⁻¹⁰ Ω cm².

Thus ρ_min is a limit on the resistance between two reservoirs. It is not a lower bound on a contact resistivity extracted from the length dependence of a diffusive conductor, and a quoted limit needs its definition beside it.

The difference fades for a poor contact. Let the interface transmit a fraction T at all angles. Electrons leaving the left contact then have the value a = T + (1 − T)r, so that F = (a − r)/2 = T(1 − r)/2. In the same isotropic estimate φ₀ = (a + r)/2 = r + F, and

1 − φ₀ = 2F/T − F = t(1/T − ½).

The contact contributes ρ_min(1/T − ½), in which the ½ is negligible when T ≪ 1.

**(e) Take an effective mass of 0.3 m_e and a parabolic band. How far does a temperature of 300 K, at fixed density, move ρ_min?**

*Answer.* The Fermi energy is E_F = ħ²k_F²/(2m) = 0.262 eV, and k_BT = 0.0259 eV. Measure E from the band bottom. The mode density at energy E is k²/(4π) = mE/(2πħ²), and each energy is weighted by −∂f/∂E:

G/A = (2e²/h) · m/(2πħ²) · ∫₀^∞ E(−∂f/∂E) dE.

Integration by parts turns the integral into ∫₀^∞ f dE = k_BT ln(1 + e^(μ/k_BT)), where μ is the chemical potential. Here μ is about ten times k_BT, so the integral is very nearly μ, while at zero temperature it is E_F. Fixed density lowers μ to 0.2597 eV, so ρ_min rises by the factor

0.2619/0.2597 ≈ 1.008.

The change is below one per cent because the electrons are strongly degenerate. The mass now matters, since it sets E_F/k_BT.

**(f) Now let the interface transmit a fraction T that depends on angle, with k∥ conserved. Find the new resistivity. Apply the result to (i) an abrupt junction without a barrier and (ii) a depletion barrier. The metal has free-electron mass and a band bottom 5 eV below the Fermi level. The barrier top lies 0.4 eV above the Fermi level, and the relative permittivity is 12.**

*Answer.* Each mode's conductance is multiplied by its T. Put |k∥| = k_F sin θ and c = cos θ. The area element in the disc of modes is 2πk∥dk∥ = 2πk_F² sin θ cos θ dθ, and sin θ dθ = −dc, so

G/A = (2e²/h) · (1/4π²) · 2πk_F² ∫₀¹ c T(c) dc = (2e²/h) · (k_F²/4π) · T̄,

T̄ = 2∫₀¹ c T(c) dc, ρ = ρ_min/T̄.

Since T ≤ 1, T̄ ≤ 1 and ρ ≥ ρ_min for this band and this reservoir definition.

(i) Let v₁ and v₂ be the normal velocities ħk_x/m in the semiconductor and the metal. The wave is p e^(ik₁x) + q e^(−ik₁x) on the left and u e^(ik₂x) on the right. Continuity of ψ and of (1/m)dψ/dx, which conserves current, gives

p + q = u, v₁(p − q) = v₂u.

Hence p = u(v₁ + v₂)/(2v₁), and the ratio of transmitted to incident flux is

T = v₂|u|²/(v₁|p|²) = 4v₁v₂/(v₁ + v₂)².

At grazing incidence v₁ → 0 and T → 0. The mode average is T̄ = 0.655, so ρ = 7.87×10⁻¹⁰/0.655 = 1.20×10⁻⁹ Ω cm². At such an abrupt junction, perfect transmission therefore requires matched normal velocities as well as the absence of a barrier.

(ii) Take full depletion with a smooth donor charge. Measured from the Fermi level, the band edge starts at −E_F at the depletion edge x = 0 and bends upward as

E_c(x) = −E_F + e²nx²/(2ε).

It reaches φ_B = 0.4 eV at the metal, x = W. The total bending is 0.4 + 0.262 = 0.662 eV, so

W = [2ε(φ_B + E_F)/(e²n)]^(1/2) = 2.96 nm.

Solving the Schrödinger equation through this profile gives T = 0.118 at normal incidence and T̄ = 0.0405 over all modes. Oblique electrons tunnel less because their decay constant obeys κ² = 2mE_c/ħ² + k∥². A larger k∥ increases κ at each depth and also widens the forbidden region. At zero temperature

ρ = 7.87×10⁻¹⁰/0.0405 = 1.94×10⁻⁸ Ω cm².

Thermal smearing at 300 K, with the Fermi level held 0.262 eV above the bulk band edge, raises the effective transmission to 0.0447 and lowers ρ to 1.76×10⁻⁸ Ω cm². The weight −∂f/∂E is symmetric about the Fermi level, so a linear rise of transmitted modes with energy would average out. The gain comes from the upward curvature of that rise.

These barrier figures show the size of the effect and are not accurate predictions. The mean donor spacing, n^(−1/3) = 2.15 nm, is comparable with W, so the donor charge is not smooth. Full depletion also ignores electrons that remain where E_c lies below the Fermi level. They would reduce the net charge there and hence the field at the start of the forbidden region, which would make that region wider. The image force, also omitted, would lower the barrier.

**(g) Does ρ_min remain a lower bound, at the same density and with perfect transmission, if the band is ellipsoidal or has several valleys?**

*Answer.* No. For an ellipsoid with its axes along x, y and z, the semi-axes k_x, k_y, k_z are proportional to the square roots of the masses. Fixed density fixes their product at k_F³. The modes fill the ellipsoid's projection on the interface, of area πk_yk_z. Let one mass be r times the other two.

With the heavy axis along the current, k_x = √r k_y and k_z = k_y. Then √r k_y³ = k_F³, and the projected area is

πk_y² = πk_F² r^(−1/3).

With the heavy axis in the interface, along y, k_y = √r k_x and k_z = k_x. Then √r k_x³ = k_F³, and the projected area is

π√r k_x² = πk_F² r^(1/2 − 1/3) = πk_F² r^(1/6).

For r = 5 the resistivities are 1.35×10⁻⁹ and 6.0×10⁻¹⁰ Ω cm² respectively. The second lies below the spherical value.

With g equal spherical valleys, each holds density n/g. The total number of modes scales as g(n/g)^(2/3) = g^(1/3)n^(2/3), so ρ falls by g^(1/3). Two valleys give 6.2×10⁻¹⁰ Ω cm². The value in part (c) thus belongs to one spherical band and is not a universal floor at this density.

**(h) Set these results beside a source or drain contact of a nanoscale transistor. Which assumption matters most?**

*Answer.* Such contacts are doped at roughly 10²⁰ to 10²¹ cm⁻³, so the example sits at the lower end of the range. Good contacts have resistivities of very roughly 10⁻⁹ to 10⁻⁸ Ω cm². The mass, barrier and permittivity used here are round values of a plausible size and describe no particular material. In this model the assumption of perfect transmission matters most: the barrier raises ρ at 300 K to about 22 times ρ_min. By comparison, velocity mismatch alone gives a factor of 1.5, one axis with five times the mass of the other two gives factors between 0.76 and 1.7, and temperature without a barrier gives less than one per cent. That last figure relies on E_F being about ten times k_BT. A band with several valleys or heavier masses is less degenerate at the same density: for the six valleys of silicon E_F is only about 0.07 eV, and 300 K raises the limit by about ten per cent. For these parameters, removing the barrier would lower ρ about 15-fold.

Higher doping lowers ρ in two ways if the added donors are active and φ_B stays fixed. First, there are more modes: at ten times the density they would lower ρ 4.6-fold if the mean transmission were unchanged. The barrier also becomes thinner, because n grows faster than φ_B + E_F. At normal incidence the forbidden region at the Fermi level has length W(1 − [E_F/(φ_B + E_F)]^(1/2)), which falls from 1.10 nm to 0.19 nm. The same barrier model, solved at ten times the density and zero temperature, gives a total fall of about 32-fold, against 1.94×10⁻⁸/1.20×10⁻⁹ ≈ 16-fold for removing the barrier at zero temperature. In this model, a tenfold rise in doping therefore gains more than removing the barrier does, though a smaller rise can gain less. For real contacts this is only a rough guide. At normal incidence the forbidden region is now thinner than an atomic spacing, although oblique electrons still cross a wider one, about 0.6 nm at 45°. The field at the interface, enW/ε, is about 22 MV/cm, and at that field the classical estimate of the omitted image-force lowering, about 0.5 eV, exceeds the barrier itself. The band is assumed parabolic up to a Fermi energy of 1.2 eV, and the smooth donor charge and full depletion remain rough assumptions. The numerical output below lists the main values used.

Calculated quantities

```
density n = 1.000e+20 cm^-3
Fermi wavevector = 1.4360 nm^-1
Fermi wavelength = 4.376 nm
counted/assumed density, 100 nm box = 1.0012
modes per area = 0.1641 nm^-2
counted/formula modes, 200 nm side = 1.0015
conductance per mode 2e^2/h = 77.481 uS
resistance per mode = 12906.4 ohm
conductance per area = 1.2714e+09 S/cm^2
ballistic limit rho_min = 7.8656e-10 ohm cm^2
from current, m=0.3, parabolic = 7.8656e-10 ohm cm^2
from current, m=0.3, alpha=0.5/eV = 7.8656e-10 ohm cm^2
rho_min at 1e21 cm^-3 = 1.6946e-10 ohm cm^2
modes in 10 nm x 10 nm = 16.41
limit resistance, 10 nm x 10 nm = 786.6 ohm
slab: slope of 1/T per mean free path = 0.7500
slab: intercept of 1/T = 1.0656
share of one contact / rho_min = 0.533
share of one contact = 4.19e-10 ohm cm^2
model band mass = 0.3 m_e; metal mass = 1.0 m_e
model permittivity = 12.0; barrier = 0.4 eV
model metal band depth = 5.0 eV
Fermi energy = 0.2619 eV
temperature = 300 K; kT = 0.02585 eV
chemical potential at 300 K = 0.2597 eV
thermal factor on rho_min = 1.0082
mean transmission, no barrier = 0.655
rho, no barrier = 1.20e-09 ohm cm^2
band bending = 0.662 eV
depletion width = 2.96 nm
mean donor spacing n^(-1/3) = 2.15 nm
barrier transmission, normal incidence = 0.1181
barrier transmission, mode mean, 0 K = 0.0405
rho with barrier, 0 K = 1.94e-08 ohm cm^2
barrier transmission, smeared 300 K = 0.0447
rho with barrier, 300 K = 1.76e-08 ohm cm^2
mass ratio = 5
rho, current along heavy axis = 1.35e-09 ohm cm^2
rho, current across heavy axis = 6.02e-10 ohm cm^2
rho, two equal valleys = 6.24e-10 ohm cm^2
```
